# Why the local density approximation works beyond slowly varying densities

The local density approximation (LDA) treats the electrons near each point as part of a uniform gas with the density found there. Its obvious justification is that the density hardly changes over the distance between electrons. For helium this justification fails. With \(k_F=(3\pi^2n)^{1/3}\), the relative change of the density \(n\) over the length \(1/(2k_F)\), a fraction \(1/(4\pi)\) of the Fermi wavelength, is \(|\nabla n|/(2k_Fn)\), which should be much less than one. In helium its average over the electrons is 1.29. If slow variation were the whole reason, the LDA energy of helium would deserve no trust.

The same misunderstanding leads to bad repairs. The LDA describes the surroundings of an electron at \(\mathbf r\) with the density \(n(\mathbf r)\) even at another point \(\mathbf r'\), where the true density \(n(\mathbf r')\) is known. Inserting the true density there looks like an improvement. In helium it changes the error of the exchange energy from 14% to 45%. To see why, one must ask which properties of the surroundings the energy depends on.

Helium serves as the model throughout. Its ground state can be computed accurately, and its exchange hole is known in closed form. Hartree atomic units are used, and the systems are spin-unpolarised.

## What the energy sees

Let the electron repulsion be multiplied by \(\lambda\), from 0 to 1, while an external potential is adjusted to keep \(n(\mathbf r)\) fixed. We assume that such a potential exists and that the ground state \(\Psi_\lambda\) changes smoothly. Define

\[
F_\lambda=\langle\Psi_\lambda|T+\lambda V_{ee}|\Psi_\lambda\rangle .
\]

Among states with density \(n\), \(\Psi_\lambda\) minimises this expression, so its own first-order change does not contribute to the derivative. Hence \(dF_\lambda/d\lambda=\langle V_{ee}\rangle_\lambda\). At the ends, \(F_0=T_s\), the Kohn–Sham kinetic energy, and \(F_1=T_s+U+E_{xc}\), where \(U\) is the Hartree energy. This defines the exchange-correlation energy \(E_{xc}\), and therefore

\[
E_{xc}=\int_0^1 d\lambda\,\bigl(\langle V_{ee}\rangle_\lambda-U\bigr).
\]

Let \(P_\lambda(\mathbf r,\mathbf r')\) be the density of ordered electron pairs, whose integral is \(N(N-1)\). The hole is the change in density at \(\mathbf r'\) caused by finding an electron at \(\mathbf r\):

\[
P_\lambda(\mathbf r,\mathbf r')=n(\mathbf r)\,[\,n(\mathbf r')+n_{xc}^\lambda(\mathbf r,\mathbf r')\,].
\]

Since \(\langle V_{ee}\rangle_\lambda=\tfrac12\iint P_\lambda/|\mathbf r-\mathbf r'|\), the first term in the bracket gives \(U\). With \(\mathbf u=\mathbf r'-\mathbf r\) and \(n_{xc}=\int_0^1 d\lambda\,n_{xc}^\lambda\), what remains is

\[
E_{xc}=\frac12\int d^3r\,n(\mathbf r)\int d^3u\,\frac{n_{xc}(\mathbf r,\mathbf r+\mathbf u)}{u}.
\]

The factor \(1/u\) depends neither on the direction of \(\mathbf u\) nor on \(\mathbf r\). Both averages can be taken first:

\[
\langle n_{xc}(u)\rangle=\frac1N\int d^3r\,n(\mathbf r)\int\frac{d\Omega_u}{4\pi}\,n_{xc}(\mathbf r,\mathbf r+\mathbf u),
\qquad
E_{xc}=2\pi N\int_0^\infty u\,\langle n_{xc}(u)\rangle\,du .
\]

An approximate hole may therefore be badly wrong in direction, and wrong in opposite ways at different positions, without damage to the energy. One function of one distance has to be right, and even that only under an integral.

## What the gas hole gets right

**Charge.** Integrating \(P_\lambda\) over \(\mathbf r'\) counts the other electrons and gives \((N-1)n(\mathbf r)\). Comparison with the definition of the hole gives

\[
\int d^3r'\,n_{xc}^\lambda(\mathbf r,\mathbf r')=-1 .
\]

At \(\lambda=0\) this is the sum rule of the exchange hole \(n_x\). The remainder, the correlation hole, has total charge zero.

For a closed-shell determinant, with \(\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')\) for each spin,

\[
n_x(\mathbf r,\mathbf r')=-\frac{1}{n(\mathbf r)}\sum_\sigma|\gamma_\sigma(\mathbf r,\mathbf r')|^2 .
\]

In the uniform gas the orbitals are plane waves with \(k<k_F\). With \(x=k_Fu\) and \(j_1(x)=(\sin x-x\cos x)/x^2\),

\[
\gamma_\sigma=\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf u}
=\frac{1}{2\pi^2u}\int_0^{k_F}\!k\sin(ku)\,dk
=\frac{k_F^3}{2\pi^2}\frac{j_1(x)}{x}=\frac n2\,\frac{3j_1(x)}{x},
\]

because \(n=k_F^3/(3\pi^2)\). Two spins then give

\[
n_x^{\rm gas}(u)=-\frac n2\left[\frac{3j_1(k_Fu)}{k_Fu}\right]^2 .
\]

By Parseval's theorem \(\int|\gamma_\sigma|^2d^3u\) equals the \(k\)-space volume of the Fermi sphere over \((2\pi)^3\), which is \(n/2\). The charge is \(-(2/n)(n/2)=-1\), as required.

With interaction, the charge of the gas hole follows from the structure factor \(S(q)=1+\int n_{xc}^\lambda e^{i\mathbf q\cdot\mathbf u}d^3u\). Let \(\rho_m\) be the matrix element of the density wave \(\mathbf q\) to the excited state of energy \(\omega_m\), so that \(S=\sum_m|\rho_m|^2/N\). The Cauchy–Schwarz inequality gives

\[
S^2\le\Bigl(\frac1N\sum_m\omega_m|\rho_m|^2\Bigr)\Bigl(\frac1N\sum_m\frac{|\rho_m|^2}{\omega_m}\Bigr)
=\frac{q^2}{2}\cdot\frac{|\chi(q)|}{2n}.
\]

The first factor is the f-sum rule and the second contains the static density response \(\chi\). If the gas screens a static charge completely at long wavelength, \(|\chi|\to q^2/(4\pi\lambda)\). Then \(S\) vanishes at least as fast as \(q^2\), and the hole again has charge \(-1\). The LDA inherits this charge at every \(\mathbf r\), however fast the density varies.

**On-top exchange.** At \(\mathbf r'=\mathbf r\), \(\gamma_\sigma(\mathbf r,\mathbf r)=n(\mathbf r)/2\) for any closed-shell determinant, so

\[
n_x(\mathbf r,\mathbf r)=-\frac{1}{n}\cdot2\cdot\frac{n^2}{4}=-\frac{n(\mathbf r)}2 .
\]

The gas hole has the same value at \(u=0\). Physically, an electron excludes its own spin completely at contact and, without correlation, does not affect the other spin.

**Energy of the gas hole.** Inserting the hole gives

\[
\varepsilon_x=\frac12\int\frac{n_x^{\rm gas}}u\,d^3u=-\frac{9\pi n}{k_F^2}\int_0^\infty\frac{j_1^2}{x}dx .
\]

With \(j_0=\sin x/x\), \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/x\), one finds \((j_0^2+j_1^2)'=-4j_1^2/x\). The integral is therefore \(1/4\), and \(\varepsilon_x=-3k_F/(4\pi)\).

## How far depth and charge fix the energy

Write \(\rho(u)=-\langle n_x(u)\rangle\ge0\). The Cauchy–Schwarz inequality, applied first to the orbital sum and then to the integral over \(\mathbf r\), gives

\[
\int|\gamma_\sigma(\mathbf r,\mathbf r+\mathbf u)|^2d^3r\le\int n_\sigma(\mathbf r)n_\sigma(\mathbf r+\mathbf u)\,d^3r\le\int n_\sigma^2\,d^3r .
\]

With \(n_\sigma=n/2\), the averaged hole is nowhere deeper than at contact:

\[
\rho(u)\le\rho_0=\frac{1}{2N}\int n^2\,d^3r .
\]

The strongest binding allowed by this depth and unit charge packs the hole into a uniform sphere with \(4\pi R^3\rho_0/3=1\). Indeed, \((1/u-1/R)\) times (sphere minus \(\rho\)) is nowhere negative. When it is integrated over space, the \(1/R\) term drops out because the charges agree. The sphere has \(\tfrac12\int_0^R4\pi u\rho_0\,du=\pi R^2\rho_0=3/(4R)\), so

\[
|E_x|\le N\,\frac34\left(\frac{4\pi}{3}\right)^{1/3}\rho_0^{1/3}.
\]

The averaged LDA hole has the same \(\rho_0\) and charge, and since \(|3j_1/x|\le1\) it is also deepest at contact. It obeys the same bound.

For a fixed shape \(\rho=\rho_0f(u/L)\), the charge \(Q\) scales as \(\rho_0L^3\) and the energy as \(\rho_0L^2\). Eliminating \(L\) gives

\[
|E_x|/N=c\,\rho_0^{1/3}Q^{2/3},
\]

where \(c\) depends on shape alone. It is 1.209 for the sphere, 1.000 for a Gaussian, 0.931 for the gas hole at one density and 0.732 for an exponential. These quite different shapes give energies within a factor of 1.7 of one another: depth and charge fix the scale of the energy, not its value to a few per cent.

There is no corresponding lower bound. Part of the hole charge can be moved far away without changing \(\rho_0\) or \(Q\), and its contribution to the energy then disappears. The argument needs a hole that is compact around its electron after averaging. Where the true hole is spread over distant regions, the LDA loses this support.

## The exchange hole of helium

The wave function used here is \(e^{-\zeta(r_1+r_2)}\) times a polynomial in \(r_1+r_2\), \((r_1-r_2)^2\) and \(r_{12}\), with variational coefficients. Its energy is \(-2.9037\) hartree, and its density is used below.

In the Kohn–Sham description both electrons occupy \(\phi=\sqrt{n/2}\), so \(\gamma_\sigma=\phi(\mathbf r)\phi(\mathbf r')\) and

\[
n_x(\mathbf r,\mathbf r')=-\frac{2}{n(\mathbf r)}\,\frac{n(\mathbf r)}2\,\frac{n(\mathbf r')}2=-\frac{n(\mathbf r')}2 .
\]

The true hole stays centred on the nucleus wherever the electron is, whereas the gas hole moves with the electron. Take an electron 1 bohr from the nucleus and look 1 bohr away from it. At the nucleus the true hole has depth 1.81 bohr⁻³; on the outer side it has 0.002. The gas hole has 0.032 in every direction. The spherical average of the true hole is 0.066, still twice the gas value, but no longer different by orders of magnitude.

For the whole atom, let the misplaced charge be half the integrated absolute difference of the two holes, averaged over electron positions. It is 0.58 electrons point by point, 0.32 if directions are averaged before the difference is taken, and 0.24 if positions are averaged as well. That averaging cannot increase this measure follows from the triangle inequality; the size of the reduction is a result for helium.

The averaged holes have the common contact depth \(\rho_0=0.191\) bohr⁻³. At 0.5 bohr the exact depth is 0.123 and the gas depth 0.122. At 1 bohr they are 0.050 and 0.037, and at 2 bohr 0.0055 and 0.0036. The agreement is close at short range and poor further out. The charge missing from the gas hole must reappear elsewhere. Beyond about 2.6 bohr the averaged gas hole is the deeper one. Part of this excess comes from electrons in the low-density outskirts, whose small \(k_F\) makes their gas holes very wide, and part from the slow tail of every gas hole. At large distance the gas hole falls off as \(\cos^2(k_Fu)/u^4\), because \(j_1\to-\cos x/x\), while the true one decays exponentially with the density.

Averaging over positions also cancels errors in the energy per electron. The exact value is \(\tfrac12\int n_x/u\,d^3u=-v_H(\mathbf r)/4\), where \(v_H\) is the Hartree potential. In hartree:

- at \(r=0.1\) bohr, exact \(-0.829\), LDA \(-0.994\);
- at \(r=0.6\) bohr, exact \(-0.601\), LDA \(-0.535\);
- at \(r=2\) bohr, exact \(-0.248\), LDA \(-0.122\).

The LDA binds too strongly near the nucleus and too weakly outside.

Integrating \(n\) times the exact energy per electron gives \(E_x=-U/2=-2.0491/2=-1.0246\) hartree. The LDA gives \(-0.8834\), which is 13.8% too small in magnitude. Both respect the bound \(2\times1.209\times0.1911^{1/3}=1.39\) hartree. In terms of the constant \(c\), the exact hole has \(0.512/0.576=0.89\) and the averaged LDA hole \(0.442/0.576=0.77\).

The LDA value lies below the 0.931 of a single gas for a definite reason. Its energy per electron is \(-0.931\,\langle(n/2)^{1/3}\rangle\), averaged over electron positions, whereas \(\rho_0=\langle n/2\rangle\). The cube root is concave, so the average of the root is less than the root of the average.

## Breaking the sum rule

Now replace the LDA exchange hole by

\[
\tilde n_x(\mathbf r,\mathbf r')=-\frac{n(\mathbf r')}2\left[\frac{3j_1(k_F(\mathbf r)u)}{k_F(\mathbf r)u}\right]^2 .
\]

The on-top value is still exact, and the prefactor is now the true helium hole. But the bracket, at most one, cuts that hole off with distance, and nothing restores the lost charge. The mean charge is 0.458 instead of 1, and the exchange energy is \(-0.567\) hartree, 45% too small in magnitude.

The scaling law accounts for most of this. If the hole kept the exact shape and depth but had charge 0.458, its energy would be \(-1.0246\times0.458^{2/3}=-0.61\) hartree. The LDA prefactor \(n(\mathbf r)\) is wrong at \(\mathbf r'\), but it belongs to the same gas as the bracket, and together they describe one whole missing electron.

## Contact with correlation

Repulsion also keeps electrons of opposite spin apart. In the gas let \(P=n^2g(u)\), so that the on-top depth is \(n[1-g(0)]\). Without correlation \(g(0)=\tfrac12\). With it, \(g(0)\) can be estimated from two electrons, one of which carries a uniform neutralising sphere of radius \(r_s\), the radius containing one electron on average. For \(r<r_s\) their interaction is

\[
V(r)=\frac1r-\frac{3}{2r_s}+\frac{r^2}{2r_s^3},
\]

and outside it is zero. The reduced mass is \(\tfrac12\), so at zero relative energy \(-\nabla^2\psi+V\psi=0\). With \(\chi=r\psi\) this becomes \(\chi''=V\chi\). Choose \(\psi\to1\) far away, so that \(\chi'=1\) for \(r\ge r_s\). Since \(\chi'(0)=\psi(0)\), one integration gives

\[
\psi(0)=1-\int_0^{r_s}rV(r)\,\psi(r)\,dr .
\]

Replacing \(\psi(r)\) by \(\psi(0)\) under the integral, and using \(\int_0^{r_s}rV\,dr=r_s(1-\tfrac34+\tfrac18)=\tfrac38r_s\), we find

\[
g(0)=\frac12\psi(0)^2\approx\frac{1}{2(1+3r_s/8)^2}.
\]

The factor \(\tfrac12\) is the fraction of pairs with opposite spins. Solving the same equation numerically gives 0.3485 instead of 0.3546 at \(r_s=0.5\) bohr, and 0.2490 instead of 0.2645 at 1 bohr.

This tests the closure, not the two-body picture. For the latter there is an anchor at high density. To first order in the repulsion \(v_q=4\pi/q^2\), an opposite-spin density correlation requires one particle-hole excitation of each spin, with energies \(a\) and \(b\). In a volume \(\Omega\), the repulsion admixes the state \(\mathbf k\uparrow\to\mathbf k+\mathbf q\), \(\mathbf k'\downarrow\to\mathbf k'-\mathbf q\) with amplitude \(-(v_q/\Omega)/(a+b)\), and the operator \(\hat n_\uparrow(\mathbf r)\hat n_\downarrow(\mathbf r)\) connects it to the ground state with matrix element \(1/\Omega^2\). Bra and ket contribute equally, so each such state changes the on-top opposite-spin pair density by \(-2v_q/[(a+b)\Omega^3]\), and the sums over \(\mathbf k\), \(\mathbf k'\) and \(\mathbf q\) become three integrals. Since

\[
\frac{2}{a+b}=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\frac{2a}{a^2+\omega^2}\,\frac{2b}{b^2+\omega^2},
\]

the sums separate. With \(n_\sigma=n/2\),

\[
2g(0)=1-\frac{1}{n_\sigma^2}\int\!\frac{d^3q}{(2\pi)^3}\,v_q\int\!\frac{d\omega}{2\pi}\,\chi_\sigma^2,
\qquad
\chi_\sigma=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{2a}{a^2+\omega^2},
\]

where \(a=\mathbf k\cdot\mathbf q+q^2/2\), \(k<k_F\) and \(|\mathbf k+\mathbf q|>k_F\). Measuring momenta in \(k_F\) shows that the correction is proportional to \(1/k_F\), hence to \(r_s\). Numerical integration gives \(2g(0)=1-0.732\,r_s\); the two-body formula gives \(1-0.750\,r_s\).

In helium at full coupling, the averaged on-top depth is \((1/N)\int[n^2-P(\mathbf r,\mathbf r)]d^3r=0.275\) bohr⁻³ with the wave function used here, and 0.276 with a longer polynomial. The gas formula, evaluated with the local \(r_s\), gives 0.262, about 5% less. Exchange alone gives 0.191. This model of the gas thus reproduces most of the deepening caused by correlation; the remaining difference includes the error of the two-body model itself.

## The energy with correlation

The exact correlation energy follows by subtraction. For the orbital \(\sqrt{n/2}\), \(T_s=\int|\nabla n|^2/(8n)\,d^3r=2.8671\) hartree. The nuclear attraction is \(-6.7533\), so

\[
E_c=-2.9037-(2.8671-6.7533+2.0491-1.0246)\approx-0.042\ \text{hartree}.
\]

The LDA, with the Perdew–Wang parametrisation on the same density, gives \(-0.112\), 2.7 times the exact value in magnitude. The total is nevertheless better than exchange alone: \(E_{xc}=-1.067\) exactly and \(-0.996\) in the LDA, an error of 6.7%, or 1.9 eV. Exchange contributes \(+0.141\) hartree to the error and correlation \(-0.070\), so half the exchange error is cancelled.

The full-coupling end of the \(\lambda\) integral can be checked separately. Scaling lengths by \(1/\lambda\) turns \(T+\lambda V_{ee}\) into \(\lambda^2(T+V_{ee})\) at radius \(\lambda r_s\), so the gas correlation energy per electron is \(e_c^\lambda(r_s)=\lambda^2e_c(\lambda r_s)\). Its derivative at \(\lambda=1\) is the potential part,

\[
w_c=2e_c+r_s\frac{de_c}{dr_s}.
\]

For helium, \(\langle V_{ee}\rangle-U=0.9458-2.0491=-1.103\) hartree. The LDA value \(E_x^{\rm LDA}+\int n\,w_c\,d^3r\) is \(-1.064\), an error of 3.6%.

A likely reason for the improvement is the tail of the gas hole. Without interaction, \(S(q)\) at small \(q\) is the fraction of the Fermi sphere pushed outside by a shift \(q\), namely \(\pi k_F^2q/(4\pi k_F^3/3)=3q/(4k_F)\). This linear term corresponds to the \(u^{-4}\) tail of the exchange hole. With interaction \(S\) vanishes at least as \(q^2\), so correlation must remove the linear term and with it the averaged \(u^{-4}\) tail. The complete gas hole then resembles a compact atomic hole more closely than its exchange part does. That this accounts for the cancellation found in helium is a conjecture; the numerical check establishes the energies, not their cause.

An error of 1.9 eV is still large for chemistry, and the good total does not carry over to every quantity. The exchange energy per electron at a given point is wrong by 11% to 51% in the values above, and averaging cannot help a quantity that is needed locally.

## Values computed for the example and the checks

```
He total energy: -2.90372 hartree
Kohn-Sham kinetic energy T_s: 2.8671 hartree
nuclear attraction: -6.7533 hartree
Hartree energy U: 2.0491 hartree
electron repulsion <V_ee>: 0.9458 hartree
mean reduced gradient |grad n|/(2 kF n): 1.29
gas exchange-hole charge (magnitude): 1.0000 electrons
energy constants c: sphere 1.209, Gaussian 1.000, gas 0.931, exponential 0.732
electron at r=1 bohr, exchange-hole depths at u=1 bohr (bohr^-3):
  exact, at nucleus: 1.8093
  exact, at r=2 on the outer side: 0.0022
  exact, spherical average: 0.0663
  gas, every direction: 0.0324
misplaced hole charge, pointwise: 0.583
misplaced hole charge, spherical average: 0.319
misplaced hole charge, system average: 0.239
system-averaged on-top exchange depth: 0.1911 bohr^-3
system-averaged depth at u=0.5 bohr: exact 0.1229, gas 0.1222 bohr^-3
system-averaged depth at u=1.0 bohr: exact 0.0499, gas 0.0370 bohr^-3
system-averaged depth at u=2.0 bohr: exact 0.0055, gas 0.0036 bohr^-3
exchange energy per electron at r=0.1 bohr: exact -0.8286, LDA -0.9938 hartree
exchange energy per electron at r=0.6 bohr: exact -0.6006, LDA -0.5354 hartree
exchange energy per electron at r=2.0 bohr: exact -0.2478, LDA -0.1216 hartree
upper bound on |E_x| from depth and charge: 1.3927 hartree
E_x exact: -1.0246 hartree
E_x from system-averaged exact hole: -1.0246 hartree
E_x LDA: -0.8834 hartree
E_x LDA error in magnitude: -13.8 %
broken-sum-rule hole: mean charge: 0.458 electrons
broken-sum-rule hole: E_x: -0.5672 hartree
gas on-top slope, first order: 0.7317 per bohr of rs
g0 at rs=0.5 bohr: closed model 0.3546, numerical two-body 0.3485
g0 at rs=1.0 bohr: closed model 0.2645, numerical two-body 0.2490
on-top xc depth, exact He: 0.2754 bohr^-3
on-top xc depth, gas model: 0.2621 bohr^-3
E_c exact: -0.0421 hartree
E_c LDA: -0.1124 hartree
E_xc exact: -1.0667 hartree
E_xc LDA: -0.9957 hartree
E_xc LDA error in magnitude: -6.7 %
E_xc LDA minus exact: 1.93 eV
full-coupling xc potential part, exact: -1.1033 hartree
full-coupling xc potential part, LDA: -1.0638 hartree
full-coupling part, LDA error in magnitude: -3.6 %
```
